# Image-hopping cancellation at (1/4,1/4,1/4) in a simple cubic defect supercell

## 1. Definitions and conventions

A defect is placed once in a cubic supercell of side \(L\), and the cell is repeated periodically. The images sit at \(\mathbf R=L\mathbf n\), with \(\mathbf n=(n_1,n_2,n_3)\) a triple of integers. Wave vectors are measured in units of \(2\pi/L\), so that \(\mathbf k=(2\pi/L)\boldsymbol\kappa\) and \(\mathbf k\cdot\mathbf R=2\pi\,\boldsymbol\kappa\cdot\mathbf n\). The sampling point of interest is

\[
\boldsymbol\kappa_0=\left(\tfrac14,\tfrac14,\tfrac14\right). \tag{1}
\]

The defect has one orbital level, separated by a gap from all other bands of the supercell. Electrons are treated as independent, and spin-orbit coupling is neglected. Since the band energy is periodic in \(\boldsymbol\kappa\), it has a Fourier series:

\[
E(\boldsymbol\kappa)=e_0+\sum_{\mathbf n\neq0}t_{\mathbf n}\,e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}. \tag{2}
\]

Here \(e_0\) is the average of \(E\) over the Brillouin zone and \(t_{\mathbf n}\) is the hopping between orthogonalised defect orbitals a distance \(L|\mathbf n|\) apart. Because \(E\) is real, \(t_{-\mathbf n}=t_{\mathbf n}^*\). Time reversal gives \(E(-\boldsymbol\kappa)=E(\boldsymbol\kappa)\), hence \(t_{-\mathbf n}=t_{\mathbf n}\). The hoppings are therefore real and even in \(\mathbf n\).

"s-like" means that the level is unchanged by every symmetry operation of the cube. All \(t_{\mathbf n}\) related by permutations and sign changes of the \(n_i\) are then equal. Such a set is called a shell and is labelled by one member, as in \(t_{110}\).

## 2. The first four shells

Write \(c_i=\cos2\pi\kappa_i\). For the six neighbours \((\pm1,0,0)\) and permutations, the two signs on each axis add to \(2c_i\). For the twelve (110) neighbours, the four sign choices in each plane give \((2c_i)(2c_j)\). For the eight (111) neighbours, the sum factorises into three such brackets. For (200), each axis gives \(2\cos4\pi\kappa_i=2(2c_i^2-1)\). The phase sums are therefore

\[
\begin{aligned}
S_{100}&=2(c_1+c_2+c_3),\\
S_{110}&=4(c_1c_2+c_2c_3+c_3c_1),\\
S_{111}&=8c_1c_2c_3,\\
S_{200}&=4(c_1^2+c_2^2+c_3^2)-6.
\end{aligned} \tag{3}
\]

At \(\boldsymbol\kappa_0\) every \(c_i=\cos(\pi/2)=0\). Thus

\[
S_{100}=S_{110}=S_{111}=0,\qquad S_{200}=-6. \tag{4}
\]

The first three shells drop out whatever the values of their hoppings. The fourth enters with the largest negative weight that six images can have, because an image two cells away along an axis has phase \(e^{i\pi}=-1\).

No other kind of point does the same. The \(c_i\) are the roots of

\[
(x-c_1)(x-c_2)(x-c_3)=x^3-\tfrac12S_{100}\,x^2+\tfrac14S_{110}\,x-\tfrac18S_{111}. \tag{5}
\]

If the first three sums vanish, this polynomial is \(x^3\), and all \(c_i\) must be zero. The solutions are the eight points \((\pm\frac14,\pm\frac14,\pm\frac14)\), called the star of \(\boldsymbol\kappa_0\). Equation (3) then forces \(S_{200}=-6\), so no single point can cancel all four shells.

## 3. All further shells

For a shell of equal hoppings, the phase may be averaged over the signs of the \(n_i\). At \(\boldsymbol\kappa_0\) this replaces each phase by

\[
\prod_{i=1}^3\cos\frac{\pi n_i}{2}. \tag{6}
\]

The product vanishes if any \(n_i\) is odd. If all are even, \(n_i=2m_i\), and it equals \((-1)^{m_1+m_2+m_3}\). The series (2) becomes

\[
E(\boldsymbol\kappa_0)=e_0+\sum_{\mathbf m\neq0}(-1)^{m_1+m_2+m_3}\,t_{2\mathbf m}
=e_0-6t_{200}+12t_{220}-8t_{222}+\dots \tag{7}
\]

The surviving images form a simple cubic lattice of spacing \(2L\), with the alternating signs of its zone corner. The shells (210) and (211), which lie between (200) and (220), cancel as well.

What has been removed is hopping, not every effect of the images. The average \(e_0\) may itself differ from the level of an isolated defect, and no choice of \(\boldsymbol\kappa\) in (2) changes \(e_0\).

## 4. Where the s-like assumption enters

The phase of image \(\mathbf n\) at \(\boldsymbol\kappa_0\) is \(i^{\,n_1+n_2+n_3}\). For (100) and (111) the exponent is odd, so \(\mathbf n\) and \(-\mathbf n\) have opposite phases and cancel because \(t_{\mathbf n}=t_{-\mathbf n}\). Cubic symmetry is not needed there. In the second shell, \((1,1,0)\) and its inverse have phase \(-1\), while \((1,-1,0)\) and its inverse have phase \(+1\). Their cancellation needs \(t_{110}=t_{1\bar10}\), where the bar denotes a minus sign.

**Trigonal distortion.** Suppose that a distortion along [111] changes the second-shell hopping to \(t_2(1-\delta/2)\) for neighbours whose two non-zero components have equal signs, and to \(t_2(1+\delta/2)\) for opposite signs. Each of the three planes contributes \(-2t_2(1-\delta/2)+2t_2(1+\delta/2)=2\delta t_2\), so the leak is

\[
\Delta E_{\rm leak}=6\,\delta\,t_2. \tag{8}
\]

At the star point \((\sigma_1,\sigma_2,\sigma_3)/4\), with \(\sigma_i=\pm1\), the contribution of plane \(ij\) is multiplied by \(\sigma_i\sigma_j\), whose average over the star is zero. More generally, averaging the phase of any \(\mathbf n\) over the star gives the product (6) without using any relation between hoppings. The star average thus restores the cancellation for a level of low symmetry. Time reversal leaves four of the eight points to be calculated.

**A p triplet.** For three p orbitals, the second-shell hopping is a matrix,

\[
T_{ab}(\mathbf n)=V_\pi\delta_{ab}+D\,\frac{n_an_b}{2},\qquad D=V_\sigma-V_\pi, \tag{9}
\]

where \(V_\sigma\) and \(V_\pi\) are the hoppings for orbitals pointing along and across the bond. The \(V_\pi\) term vanishes because the phases of the shell add to zero. The diagonal \(D\) terms vanish because the four phases in each plane add to zero. For the \(xy\) element, the neighbours \(\pm(1,1,0)\) have \(n_xn_y=1\) and phase \(-1\), while \(\pm(1,-1,0)\) have \(n_xn_y=-1\) and phase \(+1\). All four products are \(-1\), and the sum is \(4(-1)D/2=-2D\). The other off-diagonal elements are equal to it by permutation. With \(J\) the \(3\times3\) matrix of ones and \(I\) the unit matrix, the result is \(-2D(J-I)\). Since \(J\) has eigenvalues 3, 0, 0, the level shifts are

\[
-4D,\quad 2D,\quad 2D. \tag{10}
\]

Their average is zero, but the triplet is split by its second-neighbour images.

## 5. Overlapping orbitals

Defect orbitals centred in different cells overlap. With one such orbital per cell, let \(e\) be its on-site energy, and let \(h_{\mathbf n}\) and \(s_{\mathbf n}\) be the Hamiltonian and overlap elements. The Bloch sum has energy

\[
E(\boldsymbol\kappa)=\frac{e+\sum_{\mathbf n\ne0}h_{\mathbf n}e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}}{1+\sum_{\mathbf n\ne0}s_{\mathbf n}e^{2\pi i\boldsymbol\kappa\cdot\mathbf n}}. \tag{11}
\]

The phase sums in numerator and denominator are the same as before, so the first three shells cancel in both:

\[
E(\boldsymbol\kappa_0)=\frac{e-6h_{200}+\dots}{1-6s_{200}+\dots}. \tag{12}
\]

Overlap also changes the meaning of \(t_{200}\) in (2). Keep nearest neighbours only, with elements \(h\) and \(s\), and write \(f=S_{100}\). Then

\[
E=\frac{e+hf}{1+sf}=e+\frac{(h-es)f}{1+sf}= e+(h-es)f-(h-es)s\,f^2+O(s^2f^3). \tag{13}
\]

The square \(f^2\) describes two successive nearest-neighbour steps. Six pairs of steps return to the start, one pair leads to any given (200) image, and two pairs lead to any given (110) image. With \(w=-(h-es)s\), the quadratic term therefore gives

\[
\Delta e_0=6w,\qquad \Delta t_{200}=w,\qquad \Delta t_{110}=2w. \tag{14}
\]

For an attractive defect \(h-es<0\) and \(s>0\), so \(w>0\). At \(\boldsymbol\kappa_0\) the shift of the average, \(6w\), is cancelled by \(-6\Delta t_{200}\), in agreement with \(f=0\) in (13). In this model \(E(\boldsymbol\kappa_0)\) equals the on-site energy \(e\), while the band average does not.

## 6. Size of the hopping for a short-range well

Let the defect be a spherical attractive well \(v(r)\) in a host of effective mass \(m\), with energies measured from the host band edge. Define \(T_0=\hbar^2/2m\). The isolated state is \(\phi(r)=u(r)/(\sqrt{4\pi}\,r)\), with \(\int_0^\infty u^2dr=1\) and energy \(E_{\rm iso}=-T_0q^2\). Outside the well \(u=Ae^{-qr}\).

To first order, the hopping is the matrix element of \(H-E_{\rm iso}\) between the orbital at the origin and \(\phi_{\mathbf R}\), the orbital centred at \(\mathbf R\). Acting on \(\phi_{\mathbf R}\), this operator leaves only the wells of the other cells. The well at the origin gives the leading term when no other well lies on the line between the two centres, as for nearest neighbours. For (200) the well halfway along the line adds a term of the same exponential order, \(e^{-2qL}\). That term is left out here, so for (200) the result below is only the direct part, called the bare tail:

\[
t(R)\simeq\int\phi\,v\,\phi_{\mathbf R}\,d^3r. \tag{15}
\]

Within that well, \(\phi_{\mathbf R}\) is a pure tail and obeys \(\nabla^2\phi_{\mathbf R}=q^2\phi_{\mathbf R}\). Its average over a sphere of radius \(r\) about the origin is the regular solution of this equation, \(\phi_{\mathbf R}(0)\sinh(qr)/(qr)\). The radial Schrödinger equation gives \(vu=T_0(u''-q^2u)\). With \(b\) a radius just outside the well,

\[
\begin{aligned}
t(R)&\simeq\frac{\sqrt{4\pi}\,T_0\,\phi_{\mathbf R}(0)}{q}\int_0^b\sinh(qr)\,(u''-q^2u)\,dr\\
&=\frac{\sqrt{4\pi}\,T_0\,\phi_{\mathbf R}(0)}{q}\Big[\sinh(qr)\,u'-q\cosh(qr)\,u\Big]_0^b .
\end{aligned} \tag{16}
\]

The lower limit vanishes because \(u(0)=0\). At \(b\), \(u'=-qu\), and the bracket is \(-qAe^{-qb}(\sinh qb+\cosh qb)=-qA\). Inserting \(\phi_{\mathbf R}(0)=Ae^{-qR}/(\sqrt{4\pi}R)\) gives

\[
t(R)\simeq-T_0A^2\,\frac{e^{-qR}}{R}. \tag{17}
\]

At the zone centre \(\Gamma\), where all phases are \(+1\), the leading error is \(6t(L)\), of order \(e^{-qL}\). At \(\boldsymbol\kappa_0\) the bare (200) tail is of order \(e^{-2qL}\). The product \(w\) is of the same exponential order, since \(h-es\) and \(s\) each carry a factor \(e^{-qL}\). The bare tail alone is therefore not a safe estimate of \(t_{200}\).

## 7. Worked example

Consider an electron trap with \(m=0.5\,m_e\) and \(v(r)=-V_0e^{-r^2/a^2}\), where \(V_0=7.5\) eV and \(a=0.25\) nm. The cell side is \(L=1.2\) nm. These values give \(T_0=0.0762\) eV nm². The radial equation gives \(E_{\rm iso}=-0.9702\) eV, \(q=3.568\) nm⁻¹ and \(A^2=25.46\) nm⁻¹. Equation (17) then yields

\[
t(L)\simeq-(0.0762)(25.46)\frac{e^{-4.282}}{1.2}\ \text{eV}=-22.3\ \text{meV}. \tag{18}
\]

The periodic problem was also diagonalized in plane waves on a \(6\times6\times6\) mesh of \(\boldsymbol\kappa\), which does not contain \(\boldsymbol\kappa_0\). Fourier inversion of the lowest band gives \(t_{100}=-22.03\), \(t_{110}=-1.29\), \(t_{111}=-0.138\) and \(t_{200}=+0.686\) meV, with \(e_0=-0.9680\) eV. The finite mesh folds more distant hoppings into these values. In particular \(t_{400}\approx+0.002\) meV is folded into \(t_{200}\), which becomes \(0.684\) meV on a \(10\times10\times10\) mesh; the other three hoppings and \(e_0\) keep the digits shown. The next band lies 1.18 eV higher, so the one-band description applies.

At \(\Gamma\) the first three shells contribute \(-132.2\), \(-15.4\) and \(-1.1\) meV, the fourth \(+4.1\) meV, and the 24 images of the (210) shell about \(+2.1\) meV. The level there is \(-1.1105\) eV, which is 140.3 meV below the isolated one. At \(\boldsymbol\kappa_0\) the fourth shell contributes \(-6(0.686)=-4.12\) meV. Equation (7), with the small (220) and (222) terms, predicts \(-0.97213\) eV. Direct diagonalization at \(\boldsymbol\kappa_0\) gives \(-0.97211\) eV. The difference comes from \(t_{400}\), which enters (7) with weight \(+6\) but, folded into \(t_{200}\), was counted with weight \(-6\). This tests the cancellation on a point that was not used to obtain the hoppings.

Relative to the isolated level, the error at \(\boldsymbol\kappa_0\) is \(-1.87\) meV, about 75 times smaller in magnitude than at \(\Gamma\) for the same cell. The band average is off by \(+2.25\) meV. The small error at \(\boldsymbol\kappa_0\) is thus the sum of a positive shift of \(e_0\) and a larger negative fourth-shell term.

The sign of \(t_{200}\) is opposite to that of the bare tail, which by (17) is \(-0.154\) meV at \(2L\). Equation (14) explains the sign. Taking the isolated state \(\phi\) as the orbital in (11) gives \(s=0.0435\) and \(h-es=-22.6\) meV for nearest neighbours, so \(w=0.98\) meV. The other wells, chiefly the halfway one left out of (15), add \(-0.17\) meV to the bare tail, so that \(h_{200}-es_{200}=-0.32\) meV; adding \(w\) gives \(+0.66\) meV, close to the band value. For the second shell, (17) gives \(-2.7\) meV at \(\sqrt2L\) and the other wells bring \(h_{110}-es_{110}\) to \(-3.2\) meV; adding \(2w=1.96\) meV gives about \(-1.25\) meV, against \(-1.29\) meV from the band. The average moves by 2.25 meV and not by \(6w=5.9\) meV, because the direct potential of the image wells lowers the on-site energy \(e\) by 3.05 meV and relaxation of the state beyond the single orbital lowers the average by a further 0.54 meV. That relaxation changes \(t_{200}\) by only about 0.01 meV.

## 8. Relation to charge-trap memory

The parameters are meant to resemble an electron trap in the storage dielectric of a charge-trap flash cell, where a depth of about 1 eV, a gap of about 5 eV and a relative permittivity of about 7 are rough typical values. At 358 K, \(k_BT=30.9\) meV. If thermal emission follows \(e^{-|E|/k_BT}\) with a fixed prefactor and band edge, the \(\Gamma\) error alone lowers the rate by a factor \(e^{140.3/30.9}\approx94\), and the error at \(\boldsymbol\kappa_0\) lowers it by about 6 %. A storage layer may be amorphous, which breaks the cubic symmetry assumed here. For a trigonal splitting \(\delta=0.10\), equation (8) gives a leak of \(6(0.10)(-1.29)=-0.77\) meV, which the star average removes.

The effective-mass description is a further approximation. The model well is deeper than the host gap, and its radius is of the order of an interatomic distance, so a single parabolic band is not justified inside it. The well serves only to produce a level of the chosen depth with a decaying tail; it is not a microscopic potential of a real trap. The tail itself is also approximate. In a two-band host with gap \(E_g\), the dispersion \(T_0k^2=\varepsilon(1+\varepsilon/E_g)\), continued to \(\varepsilon=-|E_{\rm iso}|\) and \(k=iq'\), gives \(q'=q\sqrt{1-|E_{\rm iso}|/E_g}=3.20\) nm⁻¹. With the depth and \(A\) held fixed, the tail grows by a factor 1.55 at \(L\) and 2.40 at \(2L\). The cancellation is unaffected, but the surviving terms become larger.

The largest of the neglected effects sized here is electrostatic. If the trap carries a net charge \(e\), the periodic point charges and their neutralising background have an energy per cell of magnitude

\[
\frac{\alpha e^2}{8\pi\varepsilon_0\varepsilon_rL}=0.243\ \text{eV},\qquad \alpha=2.8373, \tag{19}
\]

where \(\alpha\) is the Madelung constant of the simple cubic lattice, \(\varepsilon_r=7\) and \(L=1.2\) nm. This is an energy per cell. It is quadratic in the charge, so the potential energy of an electron at the point charge shifts by twice as much, 0.486 eV. Both quantities fall only as \(1/L\) and do not depend on \(\boldsymbol\kappa\), so they need their own correction. Lattice relaxation and electron-electron interaction are also absent from the model, and their effect was not estimated. The millielectronvolt error at \(\boldsymbol\kappa_0\) is therefore the error of this one-electron periodic model, not the accuracy of a predicted trap depth. The numerical output lists the remaining values.

## Numbers as computed

```
Phase sums of image shells at (1/4,1/4,1/4):
  shell (100): 6 images, sum = 0
  shell (110): 12 images, sum = 0
  shell (111): 8 images, sum = 0
  shell (200): 6 images, sum = -6
  shell (210): 24 images, sum = 0
  shell (211): 24 images, sum = 0
  shell (220): 12 images, sum = 12
  shell (222): 8 images, sum = -8
Mesh points cancelling three shells: 8 of 13824
p-triplet second-shell shifts / (Vsigma-Vpi): -4.00 2.00 2.00
Inputs: mass 0.5 m_e, V0 7.5 eV, a 0.25 nm, L 1.2 nm
hbar^2/(2m) = 0.07620 eV nm^2
Isolated level = -0.9702 eV
Decay constant q = 3.568 1/nm, q L = 4.282
Tail amplitude squared A^2 = 25.46 1/nm
Hopping t(100) = -22.03 meV
Hopping t(110) = -1.29 meV
Hopping t(111) = -0.138 meV
Hopping t(200) = 0.686 meV
Hopping t(220) = -0.0024 meV
Hopping t(222) = -0.0001 meV
Tail law at L = -22.33 meV
Tail law at 2L = -0.154 meV
Gamma shell terms 6t1, 12t2, 8t3, 6t4 = -132.2, -15.4, -1.1, 4.1 meV
Band mean e0 = -0.9680 eV
Level at Gamma = -1.1105 eV
Level at (1/4,1/4,1/4), diagonalized = -0.97211 eV
Level at (1/4,1/4,1/4), from hoppings = -0.97213 eV
Fourth-shell term -6 t(200) = -4.12 meV
Error at Gamma vs isolated = -140.3 meV
Error of band mean vs isolated = 2.25 meV
Error at (1/4,1/4,1/4) vs isolated = -1.87 meV
Basis change at (1/4,1/4,1/4) = -0.0003 meV
Band width on mesh = 262.7 meV
Gap from defect band to next band = 1.177 eV
Rough inputs: permittivity 7.0, host gap 5.0 eV, 358.0 K
Madelung constant = 2.83730
Charged-image energy (charge e) = 0.243 eV
Two-band decay constant = 3.203 1/nm
Two-band tail factor at L = 1.55, at 2L = 2.40
Leak from 10 % trigonal splitting = -0.77 meV
Thermal energy = 30.9 meV
```
